# How cutoff and gap set the cost of unpreconditioned eigensolver iterations

**Question.** The occupied orbitals of an insulator are found in a plane-wave basis by minimising the energy step by step, without a preconditioner. How many steps can this take if the kinetic-energy cutoff is 30 hartree and the gap is 1 eV, and how does the number change with cutoff and gap, for steepest descent and for conjugate gradients?

**Answer.** The count depends on how unequal the curvatures of the energy are at its minimum. We find these curvatures first, then ask how each method copes with them.

## The energy near its minimum

Let $H$ be a fixed one-electron Hamiltonian, so that the change of the potential during self-consistency is left out. Its levels in the chosen basis are $\varepsilon_1\le\varepsilon_2\le\dots\le\varepsilon_{\max}$. The lowest $N$ are occupied, with one electron each, and the gap $E_g=\varepsilon_{N+1}-\varepsilon_N$ is positive. The $N$ trial orbitals are the columns of a matrix $C$, and their band energy is

$$E=\mathrm{tr}\left[(C^\dagger C)^{-1}C^\dagger HC\right].$$

Replacing $C$ by $CM$, with $M$ an invertible $N\times N$ matrix, leaves $E$ unchanged, because the factors $M$ cancel under the trace. Near the minimum we may therefore choose $M$ so that

$$C=U_o+U_eX ,$$

where $U_o$ and $U_e$ contain the exact occupied and empty eigenvectors. The small number $X_{ai}$ is the admixture of empty state $a$ in occupied orbital $i$. Since $H$ does not couple its own eigenvectors,

$$C^\dagger C=1+X^\dagger X,\qquad C^\dagger HC=\varepsilon_o+X^\dagger\varepsilon_eX ,$$

with $\varepsilon_o,\varepsilon_e$ the diagonal matrices of levels. To second order $(1+X^\dagger X)^{-1}\approx1-X^\dagger X$, so with $E_0=\mathrm{tr}\,\varepsilon_o$

$$E-E_0\approx\mathrm{tr}(X^\dagger\varepsilon_eX)-\mathrm{tr}(X^\dagger X\varepsilon_o)=\sum_{a,i}(\varepsilon_a-\varepsilon_i)|X_{ai}|^2 .$$

Each admixture is an independent spring with curvature $2(\varepsilon_a-\varepsilon_i)$. The softest spring mixes the two states next to the gap; the stiffest mixes the highest state of the basis into the lowest orbital. The ratio of their curvatures is the condition number

$$\kappa=\frac{\varepsilon_{\max}-\varepsilon_1}{\varepsilon_{N+1}-\varepsilon_N}.$$

## Where the cutoff enters

The basis holds the plane waves with $\hbar^2G^2/2m\le E_c$, including $G=0$. Let $T_{\max}$ be the largest kinetic energy retained, and let the local potential $V$ have zero mean and lie between $V_{\min}$ and $V_{\max}$.

The expectation value of $H$ in any state of the basis lies between $\varepsilon_1$ and $\varepsilon_{\max}$. In the plane wave of largest $G$ it is $T_{\max}$, and in the one with $G=0$ it is zero. Hence $\varepsilon_{\max}\ge T_{\max}$ and $\varepsilon_1\le0$. Conversely, no state of the basis has kinetic energy above $T_{\max}$ or below zero, nor potential energy outside $[V_{\min},V_{\max}]$. Together,

$$T_{\max}\le\varepsilon_{\max}-\varepsilon_1\le T_{\max}+V_{\max}-V_{\min}.$$

If the cutoff is large compared with the variation of the potential, and the plane waves are dense enough that $T_{\max}\approx E_c$, then

$$\kappa\approx\frac{E_c}{E_g}.$$

The numerator comes from the basis and the denominator from the physics. Raising the cutoff adds stiff springs, although the occupied orbitals may hardly change.

## Steepest descent

Collect the real and imaginary parts of all $X_{ai}$ in a real vector $x$. The energy error is $f=\tfrac12x\cdot Ax$, where $A$ has the curvatures as eigenvalues. Call the smallest $a$ and the largest $b$, so $\kappa=b/a$. The gradient is $g=Ax$. We assume the trial orbitals are kept orthonormal. They are then $(U_o+U_eX)M$ with $M$ unitary to leading order, so a change $\delta C=U_e\,\delta X\,M$ has squared length $\mathrm{tr}(\delta X\,MM^\dagger\delta X^\dagger)=\mathrm{tr}(\delta X\,\delta X^\dagger)$, and the steepest direction for $C$ is, to leading order, the steepest direction for $x$. For non-orthonormal orbitals the factor $MM^\dagger$ would change the effective curvatures.

A step $x\to x-tg$ gives

$$f(t)=f-t\,g\cdot g+\tfrac12t^2\,g\cdot Ag .$$

This is lowest at $t=g\cdot g/(g\cdot Ag)$, where it has dropped by $(g\cdot g)^2/(2\,g\cdot Ag)$. Since $x=A^{-1}g$, the old error is $f=\tfrac12g\cdot A^{-1}g$, and the ratio of new to old is

$$\frac{f'}{f}=1-\frac{(g\cdot g)^2}{(g\cdot Ag)(g\cdot A^{-1}g)} .$$

To bound it, note that every eigenvalue $\lambda$ of $A$ satisfies $(\lambda-a)(b-\lambda)\ge0$. Dividing by $\lambda$ and rearranging gives $\lambda+ab/\lambda\le a+b$. Average this with the weights $g_j^2/(g\cdot g)$, denoted by angle brackets:

$$\langle\lambda\rangle+ab\,\langle1/\lambda\rangle\le a+b .$$

The sum of two positive numbers is at least twice the square root of their product, so $2\sqrt{ab\langle\lambda\rangle\langle1/\lambda\rangle}\le a+b$, or

$$\langle\lambda\rangle\langle1/\lambda\rangle\le\frac{(a+b)^2}{4ab}=\frac{(\kappa+1)^2}{4\kappa}.$$

This is the Kantorovich inequality. The fraction subtracted in $f'/f$ is $1/(\langle\lambda\rangle\langle1/\lambda\rangle)$, so

$$\frac{f'}{f}\le1-\frac{4\kappa}{(\kappa+1)^2}=\left(\frac{\kappa-1}{\kappa+1}\right)^2 .$$

After $n$ steps the error has certainly fallen by a factor $\eta$ if this bound to the power $n$ is at most $\eta$:

$$n\ge\frac{\ln(1/\eta)}{2\ln\frac{\kappa+1}{\kappa-1}} .$$

For large $\kappa$, $\ln\frac{\kappa+1}{\kappa-1}=\ln(1+1/\kappa)-\ln(1-1/\kappa)\approx2/\kappa$, and therefore

$$n_{SD}\approx\frac{\kappa}{4}\ln\frac1\eta .$$

An upper bound alone would not show that the cost really grows like $\kappa$. But the bound is attained. Start with the softest and stiffest modes alone, with equal gradient components $\gamma$. Then $t=2\gamma^2/[(a+b)\gamma^2]=2/(a+b)$. Since the new gradient is $(1-tA)g$, its components are

$$\gamma\,\frac{b-a}{a+b}\quad\text{(soft)},\qquad-\gamma\,\frac{b-a}{a+b}\quad\text{(stiff)}.$$

They are again equal in size, so the next step repeats the pattern, and each step multiplies the energy error by $[(b-a)/(b+a)]^2$, the worst factor allowed. The stiff mode overshoots and changes sign each time. It holds the step length to about $2/b$, and such a step removes only a fraction of about $2a/b=2/\kappa$ of the soft amplitude.

## Conjugate gradients

Conjugate gradients starts along $d_0=-g_0$. It minimises along each direction and then takes

$$d_{k+1}=-g_{k+1}+\beta_kd_k,\qquad\beta_k\text{ such that }d_{k+1}\cdot Ad_k=0 .$$

Let $K_n$ be the space spanned by $g_0,Ag_0,\dots,A^{n-1}g_0$. We show by induction that $x_n$ minimises $f$ over all of $x_0+K_n$.

Suppose $d_0,\dots,d_k$ span $K_{k+1}$ and satisfy $d_i\cdot Ad_j=0$ for $i\ne j$, and that $g_k$ is orthogonal to $d_0,\dots,d_{k-1}$. The next gradient is $g_{k+1}=g_k+t_kAd_k$. It is orthogonal to $d_k$ by the line minimisation, and to each earlier $d_j$ because both terms are. So $g_{k+1}$ is orthogonal to $K_{k+1}$, which is the condition for a minimum of the convex function $f$ over $x_0+K_{k+1}$.

For $j<k$, the vector $Ad_j$ lies in $K_{k+1}$, so $g_{k+1}\cdot Ad_j=0$ and hence $d_{k+1}\cdot Ad_j=0$. For $j=k$ this holds by the choice of $\beta_k$. The new direction lies in $K_{k+2}$ and, unless the minimum has been reached, is independent of the earlier ones. The induction continues.

A point of $x_0+K_n$ has the form $x_0+q(A)Ax_0=p(A)x_0$, where $p(\lambda)=1+\lambda q(\lambda)$ is any polynomial of degree at most $n$ with $p(0)=1$. Thus

$$f_n=\min_p\ \tfrac12\sum_j\lambda_j\,p(\lambda_j)^2x_{0j}^2\ \le\ f_0\max_{a\le\lambda\le b}p(\lambda)^2\quad\text{for any such }p .$$

Steepest descent also produces a polynomial, the product of its factors $1-t_k\lambda$, but it fixes them one at a time. Conjugate gradients achieves the best choice of all $n$ factors together.

A good trial polynomial is small throughout $[a,b]$. Use the Chebyshev polynomial $T_n$, defined by $T_n(\cos\theta)=\cos n\theta$, which for $y\ge1$ equals $\cosh(n\,\mathrm{arccosh}\,y)$:

$$p_n(\lambda)=\frac{1}{T_n(y_0)}\,T_n\!\left(\frac{a+b-2\lambda}{b-a}\right),\qquad y_0=\frac{b+a}{b-a}=\frac{\kappa+1}{\kappa-1}.$$

At $\lambda=0$ it is one. On $[a,b]$ the argument lies between $-1$ and $1$, where $|T_n|\le1$. Hence

$$\frac{f_n}{f_0}\le\frac{1}{T_n(y_0)^2},$$

and a reduction by $\eta$ is guaranteed once

$$n\ge\frac{\mathrm{arccosh}(\eta^{-1/2})}{\mathrm{arccosh}\,y_0}.$$

For large $\kappa$, $y_0\approx1+2/\kappa$. Comparison with $\cosh u\approx1+u^2/2$ gives $\mathrm{arccosh}\,y_0\approx2/\sqrt\kappa$. This is where the square root arises. For large $y$, $\mathrm{arccosh}\,y=\ln(y+\sqrt{y^2-1})\approx\ln2y$, so the numerator is $\ln(2\eta^{-1/2})=\tfrac12\ln(4/\eta)$. Therefore

$$n_{CG}\approx\frac{\sqrt\kappa}{4}\ln\frac4\eta .$$

## Can the square root be improved?

Not from $\kappa$ alone, as long as the iterates stay in $x_0+K_n$, that is, as long as each step is a combination of the gradients found so far. For a given $n$, consider a problem with the $n+1$ eigenvalues

$$\lambda_j=\frac{a+b}2+\frac{b-a}2\cos\theta_j,\qquad\theta_j=\frac{\pi j}{n},\quad j=0,\dots,n,$$

and squared initial gradient components $\delta_j=1$, except $\delta_0=\delta_n=\tfrac12$. At these points $p_n(\lambda_j)=(-1)^{n+j}/T_n(y_0)$.

Any competing polynomial is $p_n+\lambda q$, with $q$ of degree at most $n-1$. Since $x_{0j}=g_{0j}/\lambda_j$, the energy error is $\tfrac12\sum_j(\delta_j/\lambda_j)p(\lambda_j)^2$. The term linear in $q$ is

$$\sum_j\frac{\delta_j}{\lambda_j}\,p_n(\lambda_j)\,\lambda_jq(\lambda_j)=\frac{(-1)^n}{T_n(y_0)}\sum_j\delta_j(-1)^jq(\lambda_j).$$

Now $q(\lambda_j)$ is a combination of $\cos k\theta_j$ with $0\le k\le n-1$, and $(-1)^j=\cos n\theta_j$. The sum with halved ends is half the sum over a full period of $2n$ points, so each contribution is

$$\tfrac14\sum_{j=-n+1}^{n}\left[\cos\frac{\pi(n+k)j}{n}+\cos\frac{\pi(n-k)j}{n}\right]=0 .$$

It vanishes because $n\pm k$ lies between $1$ and $2n-1$ and so is not a multiple of $2n$. The remaining term, quadratic in $q$, is not negative. So $p_n$ is optimal here, and the error ratio after $n$ steps equals $1/T_n(y_0)^2$.

This spectrum is built to be difficult; a given crystal may be kinder. In exact arithmetic, for example, conjugate gradients finishes in at most as many steps as $A$ has distinct eigenvalues, because $\prod_j(1-\lambda/\lambda_j)$ is then an allowed polynomial that vanishes at all of them.

## The numbers for 30 hartree and 1 eV

The cutoff is 816.34 eV, so $\kappa\approx816$ and $\sqrt\kappa\approx28.57$. Take $\eta=10^{-10}$, relative to the initial energy error. Then $\ln(1/\eta)=23.026$ and $\ln(4/\eta)=24.412$, and

$$n_{SD}\approx\frac{816.34}{4}\times23.026\approx4700,\qquad n_{CG}\approx\frac{28.572}{4}\times24.412\approx174 .$$

The unexpanded bounds, rounded up to whole steps, give 4700 and 175. Conjugate gradients thus lowers the guaranteed count by a factor of about 27. Each further decade of energy error costs about 470 steps of steepest descent or 16 of conjugate gradients.

These are worst-case counts for a start already in the quadratic region. The value of $\kappa$ itself is a leading-order estimate: the potential changes it by a relative amount of at most $(V_{\max}-V_{\min})/T_{\max}$.

## How the counts scale

At fixed $\eta$ the guaranteed counts scale as

$$n_{SD}\propto\frac{E_c}{E_g},\qquad n_{CG}\propto\sqrt{\frac{E_c}{E_g}} .$$

Actual runs check these worst-case counts: steepest descent in a model crystal, conjugate gradients on constructed spectra. The crystal is one-dimensional, with a cosine potential of period 6 bohr, six periods and six occupied orbitals; the potential is adjusted to give the required gap. Steepest descent was run on the full band energy from the two-mode worst start. Conjugate gradients was run not in the crystal but on the difficult spectra constructed above, with $\kappa=E_c/E_g$, with $n$ one less than the guaranteed count, and with the gradients re-orthogonalised against rounding. After $n$ steps the error ratio agreed with $1/T_n(y_0)^2$, still above $\eta$; step $n+1$ then ends the iteration because there are only $n+1$ eigenvalues. That column therefore shows that the bound is attained, not how a crystal behaves.

| Cutoff (hartree) | Gap (eV) | Steepest descent | Conjugate gradients |
|---|---|---|---|
| 7.5 | 1 | 1155 | 88 |
| 30 | 1 | 4620 | 175 |
| 30 | 2 | 2310 | 124 |

Four times the cutoff costs four times the steps in steepest descent and about twice the steps in conjugate gradients. The steepest-descent factor is this close to 4 because the largest retained kinetic energy happens to lie the same 1.7% below the cutoff in both models; for other cutoffs the discreteness of the plane waves can raise it by several per cent, the more so the lower the cutoff. Halving the gap costs factors of 2 and about 1.41. The second factor belongs to the guarantee and to the constructed spectra; in a small cell, where the softest curvature stands apart from the others, conjugate gradients can depend more weakly on the gap. The small departures from 2 and $\sqrt2$ come mainly from rounding up to whole steps. Before rounding, the bound gives 87.0, 174.3 and 123.2 steps, with ratios 2.002 and 1.415; the remainder is the finite-$\kappa$ correction to the square-root law.

The model needs 4620 steps rather than 4700 because its plane waves are discrete: the largest kinetic energy below the cutoff is 29.487 hartree, which gives $\kappa\approx802$.

A less special start gives an idea of the margin. With equal energy in every mode and random signs, the 30 hartree, 1 eV model took 3365 steps of steepest descent, against a guarantee of 4620. A nonlinear form of conjugate gradients took 107, against 173. The two margins have different causes. Steepest descent gains from the start, since the two-mode start reaches 4620 in the same model. Conjugate gradients gains mainly from the spectrum: this six-period cell has few distinct curvatures, and the softest is well separated from the next, unlike the difficult spectrum constructed above. The signs do not matter in the quadratic region, where only the squared components enter. This is one start in one model, so the two ratios should not be carried over to other systems.

## When the estimate fails, and what a preconditioner changes

As the gap closes, $\kappa$ diverges and neither bound guarantees convergence at a useful rate. The relevant gap belongs to the problem actually iterated: if $N$ orbitals are treated separately at one crystal momentum, it is the gap between levels $N$ and $N+1$ there. Far from the minimum the quadratic form does not apply. In a self-consistent calculation the response of the potential alters the curvatures, and $\kappa$ must be taken from the altered ones. The conjugate-gradient argument also assumes exact arithmetic.

A preconditioner attacks $\kappa$ itself. With new variables $x=Py$, where $P$ is invertible, the error becomes $\tfrac12y\cdot(P^TAP)y$, and every bound above holds with the condition number of $P^TAP$. The ideal choice $P=A^{-1/2}$ would give condition number one. The steepest-descent step in $x$ is then along $-PP^Tg=-A^{-1}g$, so each step requires the solution of a linear system with $A$, which itself has condition number $\kappa$. A practical opening is that the stiffest modes owe their stiffness mainly to kinetic energy, which is known and diagonal in plane waves. If rescaling them lowers $\kappa$ by a factor $r$, with $\kappa$ still large, the guaranteed count falls by $r$ for steepest descent and by $\sqrt r$ for conjugate gradients.

The numerical check compares the curvatures with finite differences of the full band energy and tests both step-count formulas by running the iterations.

## Computed results

```
cutoff = 30.0 hartree = 816.34 eV
gap = 1.0 eV = 0.036749 hartree
energy-error reduction eta = 1e-10 (no unit)
ln(1/eta) = 23.026, ln(4/eta) = 24.412
estimated kappa = 816.34, sqrt = 28.572 (no unit)
SD large-kappa law = 4699.2 steps
SD guaranteed count = 4700 steps
CG large-kappa law = 174.4 steps
CG guaranteed count = 175 steps
ratio of laws SD/CG = 26.95 (no unit)
SD per decade of energy error = 469.9 steps
CG per decade = 16.45 steps
largest Hessian deviation = 1.3e-06 hartree
one-step test, kappa = 50: bound 0.92311, largest found 0.92233
model: period 6 bohr, 6 periods, 6 occupied orbitals
cutoff 7.5 hartree, gap 1.0 eV:
  model kappa = 200.63, cutoff/gap = 204.09
  SD worst start in model: run 1155, formula 1155 steps
  CG worst spectrum at cutoff/gap: run 88 steps
cutoff 30.0 hartree, gap 1.0 eV:
  model kappa = 802.42, cutoff/gap = 816.34
  SD worst start in model: run 4620, formula 4620 steps
  CG worst spectrum at cutoff/gap: run 175 steps
cutoff 30.0 hartree, gap 2.0 eV:
  model kappa = 401.26, cutoff/gap = 408.17
  SD worst start in model: run 2310, formula 2310 steps
  CG worst spectrum at cutoff/gap: run 124 steps
cutoff x 4: SD steps x 4.000, CG steps x 1.989
gap halved: SD steps x 2.000, CG steps x 1.411
30 hartree, 1 eV model, equal energy in every mode:
  potential coefficient v1 = 0.5001 eV
  largest kinetic energy = 29.487 hartree
  highest level = 29.487 hartree
  lowest level = -0.00123 hartree
  plane waves = 89 (count)
  SD run = 3365, guarantee = 4620 steps
  CG run = 107, guarantee = 173 steps
```
